\section*{End-to-End Resistance of a Floating Metal Strip on a Conducting Film, part 1}

(Sections cited here and not found follow in the second part.)

\section{The ideal strip on a thin film}

\subsection{Definitions and conventions}

A flat conducting film carries a steady current $I_0$ in the $+x$ direction. Its width, measured across the current, is $W$, and the current is spread uniformly over that width. The sheet resistance $R_s$ is defined by the statement that a rectangle of film of length $\ell$ and width $W$ has resistance $R_s\ell/W$. Its unit is the ohm, usually written as ohm per square because a square has $\ell=W$.

A metal strip lies on the film. It covers the full width and occupies $-d/2<x<d/2$, so $d$ is its length along the current. No wire is attached to it: it is floating. The metal is taken as ideal, which means that it has one potential $V_m$ throughout, whatever current flows in it.

The interface between film and metal is described by a specific contact resistivity $\rho_c$, with the unit of resistance times area. If the film potential is $V(x)$, the current density crossing from film to metal is
\begin{equation}
J(x)=\frac{u(x)}{\rho_c},\qquad u(x)=V(x)-V_m .
\label{eq:contact}
\end{equation}
Positive $J$ leaves the film and enters the metal. The contact is linear: $\rho_c$ does not depend on $u$.

The current carried by the film through the cross-section at $x$ is $I(x)$, positive along $+x$. Using one potential $V(x)$ for a whole cross-section assumes that the film is thin; how thin is worked out in the second half. The sheet resistance that matters is that of the film under the strip. If making the contact has changed the film there, $R_s$ denotes the changed value.

The quantity sought is the resistance between the film cross-sections at the two edges of the strip,
\begin{equation}
R=\frac{V(-d/2)-V(d/2)}{I_0}.
\label{eq:defR}
\end{equation}
The film outside the strip is not included. With the same $R_s$ but no current path through the metal, this piece of film would have the resistance
\begin{equation}
R_{\rm bare}=\frac{R_s d}{W}.
\label{eq:bare}
\end{equation}

\subsection{The two balance equations}

Consider a slice of film between $x$ and $x+dx$ under the strip. Along $x$ it is a resistor $R_s\,dx/W$ carrying the current $I(x)$. The potential falls in the direction of the current, so $V(x+dx)-V(x)=-I(x)R_s\,dx/W$, or
\begin{equation}
\frac{dV}{dx}=-\frac{R_s}{W}\,I .
\label{eq:ohm}
\end{equation}

The slice touches the metal over the area $W\,dx$. In a steady state no charge accumulates, so the current entering the slice on the left equals the current leaving on the right plus the current leaving through the contact:
\begin{equation}
I(x)=I(x+dx)+\frac{u(x)}{\rho_c}\,W\,dx .
\end{equation}
Rearranged and divided by $dx$, this is
\begin{equation}
\frac{dI}{dx}=-\frac{W}{\rho_c}\,u .
\label{eq:charge}
\end{equation}
The minus sign says that the film loses current where it is at a higher potential than the metal.

Because $V_m$ is constant, $du/dx=dV/dx$. Differentiating Eq.~(\ref{eq:ohm}) and inserting Eq.~(\ref{eq:charge}) gives
\begin{equation}
\frac{d^2u}{dx^2}=-\frac{R_s}{W}\frac{dI}{dx}
=-\frac{R_s}{W}\left(-\frac{W}{\rho_c}u\right)
=\frac{R_s}{\rho_c}\,u .
\end{equation}
The ratio $\rho_c/R_s$ is an area, which defines the transfer length $L_T$:
\begin{equation}
\frac{d^2u}{dx^2}=\frac{u}{L_T^2},\qquad L_T=\sqrt{\frac{\rho_c}{R_s}} .
\label{eq:ode}
\end{equation}

The transfer length has a direct meaning. Travelling a distance $\ell$ in the film costs a resistance $R_s\ell/W$. Crossing the interface over the same distance costs $\rho_c/(W\ell)$. The two are equal when $\ell^2=\rho_c/R_s$, that is, when $\ell=L_T$. Over much shorter distances it is cheaper to stay in the film; over much longer ones it is cheaper to use the metal.

\subsection{A simple case: one edge of a very long strip}

Let the strip be so long that its two edges do not influence each other. Near the left edge, measure the distance $s=x+d/2$ into the strip. The solutions of Eq.~(\ref{eq:ode}) are $e^{-s/L_T}$ and $e^{+s/L_T}$. The second grows without limit into the strip and is discarded, so
\begin{equation}
u=u_0e^{-s/L_T}.
\end{equation}
The film current follows from Eq.~(\ref{eq:ohm}):
\begin{equation}
I=-\frac{W}{R_s}\frac{du}{ds}=\frac{Wu_0}{R_sL_T}\,e^{-s/L_T}.
\end{equation}
At the edge the film still carries all the current, $I=I_0$ at $s=0$. Hence
\begin{equation}
u_0=I_0\,\frac{R_sL_T}{W}.
\label{eq:edge}
\end{equation}
The film current has moved into the metal after a few transfer lengths. The voltage between the film at the edge and the metal is that of a piece of film of length $L_T$.

At the right edge the current returns from metal to film. The process is the mirror image, with the film below the metal potential by the same $u_0$. The metal itself has no voltage drop. The two edge voltages therefore add, and a very long floating strip should have
\begin{equation}
R\to\frac{2R_sL_T}{W}\qquad(d\gg L_T).
\label{eq:long}
\end{equation}
This value does not depend on $d$. It serves as a test of the general result, as does Eq.~(\ref{eq:bare}), which should be recovered when the strip is much shorter than $L_T$ and the current has little reason to leave the film.

\subsection{A strip of any length}

For finite $d$ both exponentials are needed. It is convenient to combine them into an even and an odd function about the centre of the strip:
\begin{equation}
u(x)=B\cosh\frac{x}{L_T}+C\sinh\frac{x}{L_T}.
\end{equation}
These are two independent solutions of a linear second-order equation, so this is its general solution. Equation~(\ref{eq:ohm}) gives the current,
\begin{equation}
I(x)=-\frac{W}{R_sL_T}\left(B\sinh\frac{x}{L_T}+C\cosh\frac{x}{L_T}\right).
\label{eq:genI}
\end{equation}

Two conditions fix $B$ and $C$. At the left edge all the current is in the film, so $I(-d/2)=I_0$. At the right edge the floating condition enters. The net current into the metal is the integral of $J$ over the contact, and by Eq.~(\ref{eq:charge})
\begin{equation}
\int_{-d/2}^{d/2}\frac{u}{\rho_c}\,W\,dx
=-\int_{-d/2}^{d/2}\frac{dI}{dx}\,dx
=I(-d/2)-I(d/2).
\end{equation}
A metal with no lead cannot take up a net current in a steady state. The integral vanishes, and $I(d/2)=I_0$ as well.

Define the dimensionless half-length
\begin{equation}
y=\frac{d}{2L_T}.
\end{equation}
The two conditions, with $\sinh(-y)=-\sinh y$ and $\cosh(-y)=\cosh y$, read
\begin{align}
I_0&=-\frac{W}{R_sL_T}\left(-B\sinh y+C\cosh y\right),\\
I_0&=-\frac{W}{R_sL_T}\left(B\sinh y+C\cosh y\right).
\end{align}
Subtracting them gives $B\sinh y=0$. Since $y>0$, $B=0$. Either equation then gives $C=-I_0R_sL_T/(W\cosh y)$. Writing $C=-A$,
\begin{align}
u(x)&=-A\sinh\frac{x}{L_T},\qquad A=\frac{I_0R_sL_T}{W\cosh y},
\label{eq:u}\\
I(x)&=I_0\,\frac{\cosh(x/L_T)}{\cosh y}.
\label{eq:I}
\end{align}

The voltage $u$ is positive on the left half, where current enters the metal, and negative on the right half, where it returns. It vanishes at the centre. At the edges $u(-d/2)=A\sinh y$ and $u(d/2)=-A\sinh y$, so the metal floats midway between the two edge potentials of the film.

The constant $V_m$ cancels in the difference of film potentials:
\begin{equation}
V(-d/2)-V(d/2)=u(-d/2)-u(d/2)=2A\sinh y
=\frac{2I_0R_sL_T}{W}\,\frac{\sinh y}{\cosh y}.
\end{equation}
Division by $I_0$ gives
\begin{equation}
\boxed{R=\frac{2R_sL_T}{W}\tanh\frac{d}{2L_T}}
\label{eq:R}
\end{equation}

\subsection{Testing the limits}

For a short strip the expansion of $\tanh y$ is needed. The function is odd and obeys $d(\tanh y)/dy=1-\tanh^2y$. To lowest order $\tanh y\approx y$; inserting this on the right and integrating gives $\tanh y\approx y-y^3/3$. With $2L_Ty=d$ and $y^2=d^2/(4L_T^2)$,
\begin{equation}
R\approx\frac{2R_sL_T}{W}\,y\left(1-\frac{y^2}{3}\right)
=\frac{R_sd}{W}\left(1-\frac{d^2}{12L_T^2}\right).
\label{eq:short}
\end{equation}
The leading term is the bare film, as expected.

For a long strip,
\begin{equation}
\tanh y=\frac{1-e^{-2y}}{1+e^{-2y}}\approx1-2e^{-2y}=1-2e^{-d/L_T}.
\end{equation}
The resistance approaches Eq.~(\ref{eq:long}), with a relative deficit that falls exponentially with $d/L_T$.

Between the limits, the slope $1-\tanh^2y$ is smaller than one for $y>0$, so $\tanh y<y$ and
\begin{equation}
R<\frac{2R_sL_T}{W}\,y=\frac{R_sd}{W}.
\end{equation}
Within this model an ideal floating strip lowers the resistance of the film beneath it, however poor the contact. The metal offers an additional path and removes none.

The current in the metal is what the film has lost, $I_m(x)=I_0-I(x)$. It is largest at the centre, where $\cosh(x/L_T)=1$:
\begin{equation}
I_m(0)=I_0\left(1-\frac{1}{\cosh y}\right).
\label{eq:Im}
\end{equation}
It tends to zero for a short strip and to $I_0$ for a long one.

\subsection{Comparison with an end contact}

An end contact has the same interface but a different boundary condition. All the current leaves through the metal, and the film current is zero at the far edge. Let the contact have length $L$ and let $s$ run from $0$ at the entry edge to $L$. The solution of Eq.~(\ref{eq:ode}) with zero slope at $s=L$ is
\begin{equation}
u=D\cosh\frac{L-s}{L_T},\qquad
I=-\frac{W}{R_s}\frac{du}{ds}=\frac{WD}{R_sL_T}\sinh\frac{L-s}{L_T}.
\end{equation}
Setting $I(0)=I_0$ gives $D=I_0R_sL_T/[W\sinh(L/L_T)]$. The resistance from the film edge to the metal is
\begin{equation}
R_{\rm end}=\frac{u(0)}{I_0}=\frac{R_sL_T}{W}\coth\frac{L}{L_T}.
\label{eq:end}
\end{equation}

Cutting the floating strip at its centre does not produce two such contacts. At the centre of the floating strip $u=0$ while the film current is finite; at the far edge of an end contact the film current is zero while $u$ is finite. The first condition leads to $\tanh$, the second to $\coth$. For $d\gg L_T$ both functions tend to one and the difference disappears. For a short contact it is essential: $R_{\rm end}$ grows as $\rho_c/(WL)$, because all the current is forced through a small area, whereas $R$ tends to zero with $d$.

\subsection{Numbers for one strip}

Take $R_s=50~\Omega$ per square, $\rho_c=10^{-6}~\Omega\,{\rm cm}^2=100~\Omega\,\mu{\rm m}^2$, $d=4~\mu$m, $W=20~\mu$m and $I_0=1$~mA. Then
\begin{align}
L_T&=\sqrt{\frac{100}{50}}~\mu{\rm m}=1.414~\mu{\rm m},\qquad
y=\frac{4}{2\times1.414}=1.414,\\
R&=\frac{2\times50\times1.414}{20}\times0.8884~\Omega=6.28~\Omega .
\end{align}
The bare film would have $10~\Omega$ and the long-strip limit is $7.07~\Omega$. The end-to-end voltage is $6.28$~mV, half of which, $3.14$~mV, appears between film and metal at each edge. At the centre the metal carries $0.54$~mA. An end contact of length $4~\mu$m would have $3.56~\Omega$.

With $R_s$, $\rho_c$ and $W$ held fixed, the resistance depends on length as follows.
\begin{center}
\begin{tabular}{ccc}
$d$ ($\mu$m) & $R$ ($\Omega$) & $R_{\rm bare}$ ($\Omega$)\\
0.5 & 1.237 & 1.25\\
1 & 2.401 & 2.5\\
2 & 4.305 & 5\\
4 & 6.282 & 10\\
8 & 7.022 & 20\\
16 & 7.071 & 40
\end{tabular}
\end{center}
At $d=0.5~\mu$m, Eq.~(\ref{eq:short}) predicts a reduction of $0.25/24=1.0\%$ relative to the bare film, in agreement with the first row.

The solution was also tested without the differential equation. The strip was divided into 1000 cells joined by film resistors, each cell connected through its contact resistor to a single unattached metal node, and Kirchhoff's laws were solved for all potentials. The network gives $6.2818~\Omega$, the same as Eq.~(\ref{eq:R}) to the digits shown. For $d/L_T$ equal to $0.1$, $0.5$, $1$, $3$, $8$ and $20$ the two agree within one part in $10^4$. The network shares the assumptions of a thin film and a linear contact, so it tests the solution and not those assumptions.

\section{Power, sensitivity and departures from the ideal strip}

\subsection{Symbols and results carried over}

The film has sheet resistance $R_s$ and width $W$ and carries $I_0$; the strip has length $d$ and contact resistivity $\rho_c$. The film current is $I(x)$, and $u(x)$ is the film potential minus the metal potential. With $L_T=\sqrt{\rho_c/R_s}$ and $y=d/(2L_T)$, the first half found
\begin{align}
u&=-A\sinh\frac{x}{L_T},\qquad A=\frac{I_0R_sL_T}{W\cosh y},\qquad
I=I_0\frac{\cosh(x/L_T)}{\cosh y},
\label{eq:recall}\\
R&=\frac{2R_sL_T}{W}\tanh y .
\label{eq:recallR}
\end{align}
The example has $R_s=50~\Omega$ per square, $\rho_c=100~\Omega\,\mu{\rm m}^2$, $d=4~\mu$m, $W=20~\mu$m and $I_0=1$~mA, which give $L_T=1.414~\mu$m, $y=1.414$ and $R=6.28~\Omega$.

\subsection{Where the power goes}

The film dissipates $I^2R_s\,dx/W$ in each slice. The integral needed is, with $\xi=x/L_T$ and $\cosh^2\xi=(1+\cosh2\xi)/2$,
\begin{equation}
\int_{-d/2}^{d/2}\cosh^2\frac{x}{L_T}\,dx
=L_T\int_{-y}^{y}\frac{1+\cosh2\xi}{2}\,d\xi
=L_T\left(y+\sinh y\cosh y\right),
\end{equation}
where $\sinh2y=2\sinh y\cosh y$ was used. Therefore
\begin{equation}
P_f=\frac{R_sI_0^2}{W\cosh^2y}\,L_T(y+\sinh y\cosh y)
=\frac{I_0^2R_sL_T}{W}\left(\tanh y+\frac{y}{\cosh^2y}\right).
\end{equation}

The contact dissipates $uJW\,dx=Wu^2dx/\rho_c$. Since $\sinh^2\xi=\cosh^2\xi-1$, the corresponding integral is $L_T(\sinh y\cosh y-y)$. The prefactor simplifies through $L_T^2=\rho_c/R_s$:
\begin{equation}
\frac{WA^2}{\rho_c}=\frac{I_0^2R_s^2L_T^2}{W\rho_c\cosh^2y}
=\frac{I_0^2R_s}{W\cosh^2y}.
\end{equation}
Hence
\begin{equation}
P_c=\frac{I_0^2R_sL_T}{W}\left(\tanh y-\frac{y}{\cosh^2y}\right).
\end{equation}
The second terms cancel in the sum, leaving $P_f+P_c=I_0^2R$, as energy conservation requires. In the example $P_f=4.195~\mu$W and $P_c=2.087~\mu$W, with the sum $6.282~\mu$W.

The share of the contact is
\begin{equation}
f=\frac{P_c}{P_f+P_c}=\frac12-\frac{y}{2\sinh y\cosh y}
=\frac12-\frac{y}{\sinh2y}.
\label{eq:share}
\end{equation}
For small $y$, $\sinh2y\approx2y(1+2y^2/3)$ and $f\approx y^2/3$: little current crosses the interface. For large $y$, $f\to1/2$: film and contact dissipate equally. The example lies between, with $f=0.332$.

For an ideal floating strip on a thin film, we have found the resistance $R$ and the contact's share $f$ of the dissipated power, which rises from zero for a short strip towards one half for a long one. It remains to see what a measured $R$ says about $\rho_c$, and how metal resistance, film thickness, a nonlinear contact and the conditions of a real contact change the result.

Numerical values quoted here were computed with a short program.
